**Particle-hole cancellation of three-phonon electron loops on a four-site Holstein ring**

The program examines $\Gamma_3=2[G_{12}G_{23}G_{31}+G_{13}G_{32}G_{21}]$, the connected three-density correlator of free electrons, where $G$ is the one-spin imaginary-time Green function. Energies are in units of the hopping $t$, the temperature is $0.25t$, and $\mu=0$ is half filling. It asserts that static loops obtained by numerically differentiating the grand potential $\Omega$ agree with Fermi-function divided differences and with closed forms for the ring. It also asserts that time-dependent loops from traces over the 256-state Fock space agree with the Green-function triangles. At half filling the sum of the two orientations vanishes within numerical error, although the printed triangles are $0.039687$ and $-0.039687$. At 1.25 electrons per site the four independent static loops are nonzero, from $-0.00178/t^2$ to $-1.49999/t^2$, and they change sign at 0.75. Further assertions cover a random time-dependent field, an isolated zero of the uniform loop, and the return of odd loops at half filling under diagonal hopping or a staggered potential. The last example compares the cubic energy of a static distortion with the full odd part of $\Omega$.

## Program and output

```python
"""
Three-phonon electron loops in the Holstein model on a four-site ring.

Result under test: the connected free-electron density correlator
    Gamma3(1,2,3) = <T n1 n2 n3>_c = 2 [G12 G23 G31 + G13 G32 G21]
vanishes at half filling on a bipartite lattice (mu = 0), although a single
orientation of the triangle need not vanish, and doping makes it nonzero.

Symbols: t hopping (unit of energy), T temperature, beta = 1/T,
mu chemical potential, V_i = g x_i potential made by the phonon displacement,
Omega grand potential with coupling V_i (n_i - 1), f Fermi function,
G_ij(tau) = -<T c_i(tau) c_j^dagger(0)>, hbar = k_B = 1.
Static Gamma3 is the third derivative of Omega with respect to V.
"""
import itertools
import numpy as np
from scipy.optimize import brentq
from scipy.linalg import expm

N = 4
t = 1.0
T = 0.25
beta = 1.0 / T
eta = np.array([1, -1, 1, -1])
ring = np.zeros((N, N))
for site in range(N):
    ring[site, (site + 1) % N] = ring[(site + 1) % N, site] = -t


def fermi(energy, mu):
    return 1.0 / (1.0 + np.exp(beta * (energy - mu)))


def fermi_d1(energy, mu):
    f = fermi(energy, mu)
    return -beta * f * (1 - f)


def fermi_d2(energy, mu):
    f = fermi(energy, mu)
    return beta**2 * f * (1 - f) * (1 - 2 * f)


def filling(mu, h=ring):
    return 2 * fermi(np.linalg.eigvalsh(h), mu).sum() / N


def omega(V, mu, h=ring):
    levels = np.linalg.eigvalsh(h + np.diag(V))
    return (-2 * T * np.logaddexp(0, -beta * (levels - mu)).sum()
            + mu * N - np.sum(V))


def static_tensor(mu, h=ring):
    """Third derivatives of Omega by central differences, extrapolated."""
    unit = np.eye(N)
    signs = list(itertools.product((1, -1), repeat=3))
    out = np.zeros((N, N, N))
    for i, j, k in itertools.product(range(N), repeat=3):
        estimate = []
        for step in (0.01, 0.005):
            total = sum(a * b * c * omega(
                step * (a * unit[i] + b * unit[j] + c * unit[k]), mu, h)
                for a, b, c in signs)
            estimate.append(total / (8 * step**3))
        out[i, j, k] = (4 * estimate[1] - estimate[0]) / 3
    return out


def to_momentum(tensor, q):
    """q holds three integers, in units of pi/2."""
    waves = [np.exp(-0.5j * np.pi * m * np.arange(N)) for m in q]
    value = np.einsum('ijk,i,j,k', tensor, *waves) / N
    assert abs(value.imag) < 1e-5
    return value.real


def divided_difference(energies, mu):
    a, b, c = sorted(energies)

    def first(x, y):
        if abs(x - y) < 1e-9:
            return fermi_d1(x, mu)
        return (fermi(y, mu) - fermi(x, mu)) / (y - x)

    if c - a < 1e-9:
        return fermi_d2(a, mu) / 2
    return (first(b, c) - first(a, b)) / (c - a)


def one_orientation(q_first, q_second, mu):
    def band(m):
        return -2 * t * np.cos(0.5 * np.pi * m)
    return 2 / N * sum(divided_difference(
        (band(k), band(k + q_first), band(k + q_first + q_second)), mu)
        for k in range(N))


def closed_forms(mu):
    low, mid, high = -2 * t, 0.0, 2 * t
    slope = fermi_d1(high, mu) - fermi_d1(low, mu)
    return np.array([
        0.5 * (fermi_d2(low, mu) + 2 * fermi_d2(mid, mu)
               + fermi_d2(high, mu)),
        fermi_d2(mid, mu) + slope / (4 * t),
        slope / (2 * t),
        (fermi(high, mu) + fermi(low, mu) - 2 * fermi(mid, mu))
        / (2 * t**2)])


triples = [(0, 0, 0), (0, 2, 2), (0, 1, -1), (1, 1, 2)]
names = ['(0,0,0)', '(0,pi,pi)', '(0,pi/2,-pi/2)', '(pi/2,pi/2,pi)']

# Static loops: derivatives of Omega against both derived formulas.
mu_doped = brentq(lambda m: filling(m) - 1.25, 0.0, 2.0)
static = {}
for label, mu in (('half', 0.0), ('electron', mu_doped),
                  ('hole', -mu_doped)):
    tensor = static_tensor(mu)
    measured = np.array([to_momentum(tensor, q) for q in triples])
    loops = np.array([one_orientation(q[0], q[1], mu)
                      + one_orientation(q[0], q[2], mu) for q in triples])
    assert np.allclose(measured, loops, atol=1e-5, rtol=0)
    assert np.allclose(measured, closed_forms(mu), atol=1e-5, rtol=0)
    static[label] = measured
    if label == 'half':
        largest_half = np.abs(tensor).max()
        assert largest_half < 1e-6
        for q in triples:
            assert abs(one_orientation(q[0], q[1], mu)) < 1e-12
assert np.all(np.abs(static['electron']) > 1e-3)
assert np.allclose(static['electron'], -static['hole'], atol=1e-5, rtol=0)
assert abs(filling(-mu_doped) - 0.75) < 1e-10

# An even loop survives at half filling: two legs with momentum pi.
step = 0.002
curvature = (omega(step * eta, 0.0) - 2 * omega(0 * eta, 0.0)
             + omega(-step * eta, 0.0)) / step**2
two_leg = -curvature / N
two_leg_formula = ((fermi(-2 * t, 0) - fermi(2 * t, 0)) / (4 * t)
                   - fermi_d1(0.0, 0.0))
assert abs(two_leg - two_leg_formula) < 1e-3

# Isolated zero of the uniform loop at finite doping.
mu_zero = brentq(lambda m: closed_forms(m)[0], 0.5, 1.8)
tensor_zero = static_tensor(mu_zero)
uniform_at_zero = to_momentum(tensor_zero, triples[0])
other_at_zero = to_momentum(tensor_zero, triples[3])
assert abs(uniform_at_zero) < 1e-5 and abs(other_at_zero) > 0.1

# Time-dependent loops from traces in the full Fock space (8 modes).
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
modes = []
for m in range(2 * N):
    operator = np.eye(1)
    for p in range(2 * N):
        factor = parity if p < m else lower if p == m else np.eye(2)
        operator = np.kron(operator, factor)
    modes.append(operator)
density = [sum(np.diag(modes[2 * i + s].T @ modes[2 * i + s])
               for s in (0, 1)) for i in range(N)]
fock_hopping = sum(ring[i, j] * modes[2 * i + s].T @ modes[2 * j + s]
                   for i in range(N) for j in range(N) for s in (0, 1)
                   if ring[i, j] != 0)
tau1, tau2 = 2.5, 1.0  # third time is zero


def fock_correlator(mu):
    energies, states = np.linalg.eigh(
        fock_hopping - mu * np.diag(sum(density)))
    energies = energies - energies.min()
    Z = np.exp(-beta * energies).sum()

    def propagate(s):
        return (states * np.exp(-s * energies)) @ states.T

    weights = np.diag(propagate(beta)) / Z
    delta = [d - weights @ d for d in density]
    a, b, c = propagate(beta - tau1), propagate(tau1 - tau2), propagate(tau2)
    out = np.zeros((N, N, N))
    for i in range(N):
        left = a @ (delta[i][:, None] * b)
        for j in range(N):
            diagonal = np.diag(left @ (delta[j][:, None] * c))
            for k in range(N):
                out[i, j, k] = diagonal @ delta[k] / Z
    return out


def green(tau, mu):
    levels, orbitals = np.linalg.eigh(ring)
    f = fermi(levels, mu)
    weight = -(1 - f) if tau > 0 else f
    return (orbitals * (weight * np.exp(-(levels - mu) * tau))) @ orbitals.T


def triangles(mu):
    forward = 2 * np.einsum('ij,jk,ki->ijk', green(tau1 - tau2, mu),
                            green(tau2, mu), green(-tau1, mu))
    backward = 2 * np.einsum('ik,kj,ji->ijk', green(tau1, mu),
                             green(-tau2, mu), green(tau2 - tau1, mu))
    return forward, backward


dynamic = {}
for label, mu in (('half', 0.0), ('electron', mu_doped)):
    forward, backward = triangles(mu)
    exact_trace = fock_correlator(mu)
    assert np.allclose(exact_trace, forward + backward, atol=1e-9, rtol=0)
    dynamic[label] = (forward[0, 0, 0], backward[0, 0, 0],
                      exact_trace[0, 0, 0])
    if label == 'half':
        assert np.abs(exact_trace).max() < 1e-10
        assert np.abs(forward).max() > 1e-3
    else:
        assert np.abs(exact_trace).max() > 1e-3
for tau in (0.3, 1.7, 3.1):
    assert np.allclose(green(tau, 0.0),
                       -np.outer(eta, eta) * green(-tau, 0.0).T, atol=1e-10)


# All odd orders at once: ln Z in a random time-dependent field.
def log_partition(field, mu):
    slice_width = beta / len(field)
    product = np.eye(N)
    for V in field:
        product = expm(-slice_width * (ring + np.diag(V)
                                       - mu * np.eye(N))) @ product
    sign, logdet = np.linalg.slogdet(np.eye(N) + product)
    assert sign > 0
    return 2 * logdet + slice_width * np.sum(field)


rng = np.random.default_rng(7)
field = rng.uniform(-1, 1, (8, N))
field -= field.mean()  # removes the one-leg term, leaves three legs and up
odd_half, odd_doped = [
    0.5 * (log_partition(field, m) - log_partition(-field, m))
    for m in (0.0, mu_doped)]
assert abs(odd_half) < 1e-10 and abs(odd_doped) > 1e-5

# Half filling without the symmetry: diagonal hopping, staggered potential.
diagonal_hop = 0.2 * t
frustrated = ring.copy()
for i, j in ((0, 2), (1, 3)):
    frustrated[i, j] = frustrated[j, i] = -diagonal_hop
mu_frustrated = brentq(lambda m: filling(m, frustrated) - 1, -2, 2)
largest_frustrated = np.abs(static_tensor(mu_frustrated, frustrated)).max()
stagger = 0.3 * t
staggered = ring + stagger * np.diag(eta)
assert abs(filling(0.0, staggered) - 1) < 1e-12
largest_staggered = np.abs(static_tensor(0.0, staggered)).max()
assert largest_frustrated > 1e-3 and largest_staggered > 1e-3


# Cubic energy of V_i = A cos(pi i/2) + B cos(pi i), at fixed mu.
def odd_energy(A, B, mu):
    V = A * np.array([1, 0, -1, 0]) + B * eta
    return 0.5 * (omega(V, mu) - omega(-V, mu))


cubic_coefficient = closed_forms(mu_doped)[3]
small = 0.02  # leaves a relative fifth-order term of order (beta*small)^2
assert abs(odd_energy(small, small, mu_doped) / small**3
           / cubic_coefficient - 1) < 0.02
assert abs(odd_energy(0.1, 0.1, 0.0)) < 1e-12
amplitude = 0.1 * t
cubic_energy = amplitude**3 * cubic_coefficient
full_odd_energy = odd_energy(amplitude, amplitude, mu_doped)

print(f"sites N = {N}, hopping t = {t:.1f} (energy unit)")
print(f"temperature T = {T:.2f} t, beta = {beta:.1f} /t")
print(f"mu at filling 1.25 = {mu_doped:.5f} t")
print(f"filling at -mu = {filling(-mu_doped):.4f} per site")
print("occupations per spin at filling 1.25, levels -2t, 0, 2t:")
print("  " + ", ".join(f"{fermi(e, mu_doped):.6f}" for e in (-2, 0, 2)))
print("static Gamma3 from derivatives of Omega, in 1/t^2:")
print("momenta: filling 1 | 1.25 | 0.75")
for n, name in enumerate(names):
    print(f"  {name}: {static['half'][n]:.1e} | "
          f"{static['electron'][n]:.5f} | {static['hole'][n]:.5f}")
print("closed forms at filling 1.25, same order, in 1/t^2:")
print("  " + ", ".join(f"{v:.5f}" for v in closed_forms(mu_doped)))
print(f"largest site element at filling 1 = {largest_half:.1e} /t^2")
print(f"two-leg loop at pi, filling 1 = {two_leg_formula:.4f} /t")
print(f"zero of Gamma3(0,0,0): mu = {mu_zero:.4f} t")
print(f"  filling there = {filling(mu_zero):.4f} per site")
print(f"  Gamma3(pi/2,pi/2,pi) there = {other_at_zero:.4f} /t^2")
print(f"times: {tau1:.1f}, {tau2:.1f}, 0 (in 1/t), all legs on site 0")
for label, title in (('half', 'filling 1'), ('electron', 'filling 1.25')):
    fwd, bwd, total = dynamic[label]
    print(f"  {title}: forward triangle = {fwd:.6f}")
    print(f"  {title}: backward triangle = {bwd:.6f}")
    print(f"  {title}: Fock-space total = {total:.2e}")
print("odd part of ln Z, random time-dependent field:")
print(f"  filling 1: {odd_half:.1e}; mu of 1.25: {odd_doped:.3e}")
print("largest static site element at filling 1, symmetry broken:")
print(f"  diagonal hopping {diagonal_hop:.1f} t: "
      f"{largest_frustrated:.4f} /t^2")
print(f"  staggered potential {stagger:.1f} t: "
      f"{largest_staggered:.4f} /t^2")
print(f"distortion A = B = {amplitude:.1f} t at mu of filling 1.25:")
print(f"  cubic energy = {cubic_energy:.4e} t")
print(f"  full odd energy = {full_odd_energy:.4e} t")
print("all tests passed")
```

It prints:

```
sites N = 4, hopping t = 1.0 (energy unit)
temperature T = 0.25 t, beta = 4.0 /t
mu at filling 1.25 = 0.27406 t
filling at -mu = 0.7500 per site
occupations per spin at filling 1.25, levels -2t, 0, 2t:
  0.999888, 0.749555, 0.001003
static Gamma3 from derivatives of Omega, in 1/t^2:
momenta: filling 1 | 1.25 | 0.75
  (0,0,0): -1.7e-08 | -1.49200 | 1.49200
  (0,pi,pi): 5.3e-10 | -1.49999 | 1.49999
  (0,pi/2,-pi/2): -1.9e-09 | -0.00178 | 0.00178
  (pi/2,pi/2,pi): -2.3e-09 | -0.24911 | 0.24911
closed forms at filling 1.25, same order, in 1/t^2:
  -1.49200, -1.49999, -0.00178, -0.24911
largest site element at filling 1 = 6.9e-09 /t^2
two-leg loop at pi, filling 1 = 1.2498 /t
zero of Gamma3(0,0,0): mu = 1.0936 t
  filling there = 1.5005 per site
  Gamma3(pi/2,pi/2,pi) there = -0.4746 /t^2
times: 2.5, 1.0, 0 (in 1/t), all legs on site 0
  filling 1: forward triangle = 0.039687
  filling 1: backward triangle = -0.039687
  filling 1: Fock-space total = -3.13e-16
  filling 1.25: forward triangle = 0.018209
  filling 1.25: backward triangle = -0.042204
  filling 1.25: Fock-space total = -2.40e-02
odd part of ln Z, random time-dependent field:
  filling 1: 2.1e-13; mu of 1.25: -1.596e-03
largest static site element at filling 1, symmetry broken:
  diagonal hopping 0.2 t: 0.0973 /t^2
  staggered potential 0.3 t: 0.6048 /t^2
distortion A = B = 0.1 t at mu of filling 1.25:
  cubic energy = -2.4911e-04 t
  full odd energy = -2.4117e-04 t
all tests passed
```
